\section*{Tin 5s spin population of trimethylstannyl from its hyperfine coupling}

\section{Problem}

Organotin resists change their solubility after radiation breaks tin--carbon bonds. Such a break can leave an unpaired electron on tin. Trimethylstannyl, $\mathrm{Sn(CH_3)_3}$, is a simple model of a tin-centred radical.

The isotropic hyperfine coupling of $^{119}$Sn in this radical has magnitude $|a|=1611$ G. One full unpaired electron in the 5s orbital of atomic tin is assigned the reference magnitude $|A_{5s}|=15670$ G. Both values are given data.

\begin{enumerate}
\item Estimate the tin 5s spin population $P_s$, then derive the relation that defines it.
\item The radical is observed at a fixed frequency of 9.5 GHz. What population would result if the spacing of the two tin lines were taken for the coupling?
\item How far can the reference and the neglect of spin polarization move the answer?
\end{enumerate}

Here $P_s$ means the weight of an atomic 5s function in the orbital of the unpaired electron. It depends on the choice of that function and is not itself an observable.

\section{First estimate by scaling}

An s electron has a finite density at the nucleus, while a nonrelativistic p electron has none. If the shape of the 5s function is held fixed, the spin density at the nucleus scales as $P_s$, and so does the isotropic coupling. With rounded data,
\begin{equation}
P_s\sim\frac{1600\ \mathrm{G}}{16000\ \mathrm{G}}=0.10 .
\end{equation}
This presumes that the isotropic coupling measures the density at the nucleus and nothing else about the orbital.

\section{Exact solution of the one-centre model}

\subsection{The field at the nucleus}

Let the spin magnetization be $\mathbf M=m(\mathbf r)\mathbf n$, with $\mathbf n$ the spin direction and the nucleus at the origin. Its bound current is $\mathbf J=\nabla m\times\mathbf n$. The Biot--Savart law gives
\begin{equation}
\mathbf B(0)=\frac{\mu_0}{4\pi}\int\frac{\mathbf J\times(-\mathbf r)}{r^3}\,d^3r .
\end{equation}
Reversing the order of the cross product and expanding it,
\begin{equation}
\mathbf J\times(-\mathbf r)=\mathbf r\times(\nabla m\times\mathbf n)
=\nabla m\,(\mathbf r\cdot\mathbf n)-\mathbf n\,(\mathbf r\cdot\nabla m).
\end{equation}
The isotropic coupling comes from $\mathbf n\cdot\mathbf B(0)$ averaged over three perpendicular directions $\mathbf n$. The first term then contributes $\tfrac13\mathbf r\cdot\nabla m$ and the second $-\mathbf r\cdot\nabla m$. Their sum is $-\tfrac23 r\,\partial m/\partial r$, so
\begin{align}
\bar B&=-\frac{\mu_0}{4\pi}\,\frac23\int d\Omega\int_0^\infty
\frac{\partial m}{\partial r}\,dr\\
&=\frac{\mu_0}{4\pi}\,\frac23\,4\pi\,m(0)=\frac23\mu_0m(0).
\label{eq:contact}
\end{align}
The magnetization was taken to be continuous at the nucleus and to vanish at infinity. No spherical symmetry was needed: the directional, dipolar part has dropped out of the average.

For one unpaired electron in the orbital $\psi$, the magnetization operator is $-g\mu_B\mathbf S|\psi|^2$, with $g>0$. The nuclear moment is $g_n\mu_N\mathbf I$ and its energy is minus its product with the field. The two minus signs cancel:
\begin{equation}
H_{\rm iso}=\frac23\mu_0g\mu_Bg_n\mu_N|\psi(0)|^2\,\mathbf S\cdot\mathbf I .
\end{equation}
Division by $g\mu_B$ expresses the coupling as a field,
\begin{equation}
a=\frac23\mu_0g_n\mu_N|\psi(0)|^2 .
\label{eq:a}
\end{equation}

\subsection{The population}

Near tin, write $\psi=c_s\phi_{5s}+c_p\phi_{5p}$ and neglect the tails of methyl orbitals at the tin nucleus. Because $\phi_{5p}(0)=0$, both the p density and the s--p cross term vanish there. Hence $|\psi(0)|^2=c_s^2|\phi_{5s}(0)|^2$. If $\phi_{5s}$ has its atomic value at the nucleus, the constants in (\ref{eq:a}) cancel in the ratio to the reference:
\begin{equation}
P_s=c_s^2=\frac{|a|}{|A_{5s}|}=\frac{1611}{15670}=0.1028 .
\label{eq:P}
\end{equation}
The nuclear factor $g_n$ of $^{119}$Sn is negative, so positive 5s spin gives a negative coupling. Magnitudes may be used if the direct 5s term fixes the sign, a condition examined below.

Two limits help to read the number. If tin and its three carbon neighbours lay in a common mirror plane, the unpaired orbital would be of the tin 5p type perpendicular to that plane. It would be odd under reflection in the plane, whereas 5s is even; then $c_s=0$, and the direct coupling vanishes. An electron wholly in a tin hybrid with one quarter s weight would give $15670/4\approx3920$ G. The given coupling lies between these limits. It does not fix the bond angle, because spin may also reside on the methyl groups, and $c_p^2$ requires the anisotropic coupling.

\subsection{From line positions to the coupling}

The number 1611 G is the coefficient of $\mathbf S\cdot\mathbf I$. To relate it to the spectrum, take $S=I=\tfrac12$, omit the nuclear Zeeman term, and divide the Hamiltonian by $g\mu_B$:
\begin{equation}
h=BS_z+a\,\mathbf S\cdot\mathbf I .
\end{equation}
The states with parallel spins have energies $\pm B/2+a/4$. The two antiparallel states have diagonal elements $\pm B/2-a/4$ and are coupled by $a/2$. Diagonalizing this pair gives
\begin{equation}
E_\pm=-\frac a4\pm\frac R2,\qquad R=\sqrt{B^2+a^2}.
\end{equation}
Let $B_0=h_{\rm P}\nu/(g\mu_B)$, where $h_{\rm P}$ is Planck's constant. The transitions that become electron spin flips at high field occur when
\begin{equation}
\frac{B+R}{2}\pm\frac a2=B_0 .
\end{equation}
Thus $R=2B_0\mp a-B$. Squaring and cancelling $B^2$,
\begin{align}
a^2&=(2B_0\mp a)^2-2B(2B_0\mp a),\\
B_{1,2}&=\frac{(2B_0\mp a)^2-a^2}{2(2B_0\mp a)}
=\frac{2B_0(B_0\mp a)}{2B_0\mp a}.
\label{eq:lines}
\end{align}
Both fields are positive if $|a|<B_0$. Changing the sign of $a$ exchanges the two lines, so their positions do not reveal it. For $a>0$ the spacing is
\begin{align}
\Delta&=2B_0\frac{(B_0+a)(2B_0-a)-(B_0-a)(2B_0+a)}{4B_0^2-a^2}\\
&=\frac{4B_0^2a}{4B_0^2-a^2}
=\frac{a}{1-a^2/(4B_0^2)} .
\label{eq:spacing}
\end{align}
The numerator bracket in the first line equals $2B_0a$. To recover the coupling from a spacing, rearrange (\ref{eq:spacing}) as $\Delta a^2+4B_0^2a-4B_0^2\Delta=0$ and keep the positive root:
\begin{equation}
a=\frac{2B_0^2}{\Delta}\left(\sqrt{1+\frac{\Delta^2}{B_0^2}}-1\right).
\end{equation}

At 9.5 GHz, with the free-electron $g$, $B_0=3389.8$ G. Equation (\ref{eq:lines}) puts the lines at 2333.3 G and 4040.7 G, so $\Delta=1707.4$ G. Taking this spacing for the coupling would give
\begin{equation}
\frac{\Delta}{|A_{5s}|}=\frac{1707.4}{15670}=0.109 ,
\end{equation}
which is 6\% above (\ref{eq:P}). The excess is set by $a^2/(4B_0^2)$ and falls at higher frequency. Restoring the nuclear Zeeman term and diagonalizing the four-state Hamiltonian numerically changes the spacing by only 0.04 G.

\section{Comparison and reliability}

The scaling estimate, 0.10, and the model result, 0.1028, differ through the rounding of the data, because the model is linear in $P_s$. The linear law does not extend to the line spacing, which grows faster than $a$. The larger uncertainty lies in what the model leaves out.

\subsection{The atomic reference}

With $|a|$ fixed, $P_s\propto1/|A_{5s}|$. A reference 10\% larger gives 0.093, and one 10\% smaller gives 0.114.

An atomic calculation shows what sets the reference. In tin, relativity changes the 5s electron near the nucleus, so $|\psi(0)|^2$ must be replaced by an effective density. Use atomic units, and write the Dirac s state with large and small parts
\begin{equation}
\frac{P(r)}{r}\chi\quad\text{and}\quad-\frac{iQ(r)}{r}\sigma_r\chi ,
\end{equation}
where $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ and $\chi$ contains the factor $1/\sqrt{4\pi}$. The electric current is $-c\,\psi^\dagger\boldsymbol\alpha\psi$. Its two cross terms form the commutator $[\boldsymbol\sigma,\sigma_r]=2i\,\hat{\mathbf r}\times\boldsymbol\sigma$, so
\begin{equation}
\mathbf J=-\frac{c\,PQ}{2\pi r^2}\,\hat{\mathbf r}\times\mathbf n .
\end{equation}
A spherical magnetization has $\mathbf J=m'(r)\,\hat{\mathbf r}\times\mathbf n$. The field therefore follows from (\ref{eq:contact}) with $m(0)=-\int m'dr$. Since $m=-\rho/2$ for one electron with $g=2$, the effective density is
\begin{equation}
\rho_{\rm eff}=-\frac c\pi\int_0^\infty\frac{PQ}{r^2}\,dr .
\end{equation}
In the nonrelativistic limit $Q=(P'-P/r)/(2c)$, and
\begin{equation}
\rho_{\rm eff}=-\frac1{4\pi}\int_0^\infty\frac{d}{dr}
\left(\frac{P^2}{r^2}\right)dr
=\frac1{4\pi}\left.\frac{P^2}{r^2}\right|_{r=0}=|\psi(0)|^2 ,
\end{equation}
as required.

The free tin atom was solved self-consistently with the radial Dirac equation in a basis of 30 Gaussians per angular symmetry. The model uses local exchange, a spherical average and a point nucleus, and leaves out correlation. It gives $\rho_{\rm eff}=21.95\,a_0^{-3}$, against $15.60\,a_0^{-3}$ from the corresponding nonrelativistic atom. Relativity thus raises the contact density by a factor of 1.41 at this level. With the rounded value $g_n=-2.09$, equation (\ref{eq:a}) gives 596.8 G per $a_0^{-3}$, and hence
\begin{equation}
|A_{5s}^{\rm calc}|=596.8\times21.95\ \mathrm{G}\approx13100\ \mathrm{G}.
\end{equation}
Enlarging the basis from 27 to 30 Gaussians raises this by 141 G, or 1\%, so the third digit of the density is not converged; the basis limits are near 22.1 and $15.7\,a_0^{-3}$, with the factor 1.41 unchanged. A nucleus of finite size lowers the relativistic density by about 2\%. The computed reference is 16\% below the given one, far more than the basis shift, and would change $P_s$ to 0.123. The treatment of exchange matters more than the basis. Slater's local exchange, 3/2 times as strong, gives about 14900 G. The nonrelativistic Hartree--Fock density, about $12.7\,a_0^{-3}$, scaled by 1.41 gives about 10700 G and $P_s\approx0.15$. The calculation supports the scale of the reference, but not its digits beyond the first.

Charge acts the other way. In the same model, removing one 5p electron raises the 5s contact density by 8\% (nonrelativistic Hartree--Fock gives 11\%). Scaling the given reference by this factor lowers $P_s$ to 0.095.

\subsection{Spin polarization}

Without relativity an unpaired 5p electron has no direct contact coupling. In the Dirac atom the difference between the $5p_{1/2}$ and $5p_{3/2}$ radial functions gives a small isotropic term, about $-0.006$ of the 5s value, which is neglected here. A larger effect is that exchange makes the spin-up and spin-down s orbitals differ. To size this effect, a nonrelativistic tin atom was solved in the same basis with local spin-dependent exchange, holding 1.5 spin-up and 0.5 spin-down 5p electrons. The net s spin density at the nucleus, divided by the mean density of one 5s electron there, is
\begin{equation}
\eta=-0.033 .
\end{equation}
The 5s pair supplies $-0.030$ of this and the inner s shells $-0.003$. The magnitude corresponds to about 510 G, nearly one third of the given coupling. The value depends on the model: adding local correlation halves it to $-0.016$ (about 250 G), and Hartree--Fock exchange gives about $-0.028$. Only its sign and order of magnitude are established, and at that level the effect is not negligible.

Let $P_p$ be the 5p spin population. If the atomic response is carried over linearly to the radical, the signed ratio is
\begin{equation}
\frac{a}{A_{5s}}=P_s+\eta P_p .
\end{equation}
For a positive ratio of 0.1028, $P_s=0.1028+0.033P_p$. If all the spin were in the tin 5s and 5p orbitals, then $P_p=1-P_s$ and $P_s=(0.1028+0.033)/1.033\approx0.13$. A negative ratio would require $P_s=-0.1028+0.033P_p$, which is negative for every $P_p\le1$ and cannot be an orbital weight. Within this estimate the direct 5s term therefore fixes the sign, as the use of magnitudes assumed. The estimate omits polarization of the Sn--C bonds. Exchange with the unpaired electron draws the spin-up electron of each bond toward tin, which adds positive s spin there and acts against the atomic response. It can outweigh that response, and $P_s$ would then lie below 0.1028. Even the direction of the correction is therefore open, and 0.13 is neither a corrected value nor a bound.

\subsection{Relation to a tin-oxo resist}

In a tin-oxo resist, tin has oxygen neighbours as well as carbon. They can change its charge, its geometry and the sharing of spin, so the population found for trimethylstannyl should not be assigned to a resist radical without that radical's own coupling. The charge effect on the reference is about 8\% for a full unit of charge in the free-atom model; the effect of geometry on $a$ is not calculated here and may be larger, since the direct term vanishes in the planar limit.

For trimethylstannyl, the given data support a 5s spin population near 0.10. Taken one at a time, the local-exchange atomic estimates above move it by up to about 0.03, and the Hartree--Fock reference by about 0.05; the 13100 G reference and $\eta=-0.033$ together would also raise it by about 0.05. Polarization of the Sn--C bonds is not included in these figures and may be as large or larger: for planar $\mathrm{SnH_3}$, where $c_s=0$, small-basis nonrelativistic calculations give a positive ratio $a/A_{5s}$ from about 0.03 (local exchange) to 0.12 (unrestricted Hartree--Fock). The further digits in 0.1028 therefore record the division and not the accuracy of the inference.
